# How Far an 80 eV Electron Reaches in a 20 eV Excitation

## What goes wrong without a range

Suppose an 80 eV electron in a resist loses 20 eV, and we must say which bond received the energy. If we treat the loss as a contact event, we give it to the atom the electron struck and miss excitations on neighbouring bonds. If we instead take the delocalization length $L=v/\omega$ as the radius of a disk within which excitation is certain, the cross-section becomes $\pi L^2=0.096\ \mathrm{nm^2}$. The model below gives about $0.009\ \mathrm{nm^2}$, ten times less.

The length is indeed about 0.17 nm, slightly more than a carbon–carbon single bond. What it measures is the exponential cut-off of the electron's action at a distance. These notes derive that cut-off, its first correction, and the effect of the energy loss on the electron's own motion.

## Setting and small parameter

Atomic units are used in the derivations ($\hbar=m=e=1$; energy unit 27.21 eV, length unit 0.05292 nm). An electron of energy $E_0$ and speed $v=\sqrt{2E_0}$ passes a molecule at impact parameter $b$ on a straight line. The excitation energy is $\omega$. Here

$$v=\sqrt{2\times 80/27.21}=2.425,\qquad \omega=20/27.21=0.735,$$

$$L=\frac v\omega=\frac{2.425}{0.735}=3.30=0.175\ \mathrm{nm}.$$

The passage lasts about $b/v$. If $x=\omega b/v=b/L$ is large, the force changes slowly compared with the molecular oscillation, and little energy is transferred.

The target is a model: one electron in an isotropic harmonic well with quantum $\omega$. In its ground state each coordinate has mean potential energy $\tfrac12\omega^2\langle x_j^2\rangle=\omega/4$, so its rms extent is $a=1/\sqrt{2\omega}$. Two ratios matter, and both follow from the fractional loss $\epsilon=\omega/E_0=1/4$:

$$\left(\frac aL\right)^2=\frac{1}{2\omega}\frac{\omega^2}{v^2}=\frac{\omega}{4E_0}=\frac\epsilon4=\frac1{16}.$$

Thus $a=L/4=0.044$ nm. Small $\epsilon$ means both a compact target and weak recoil.

## The field at frequency $\omega$

The Coulomb potential at the target is $\Phi(t)=(b^2+v^2t^2)^{-1/2}$, up to the sign of the charge. With $t=bs/v$,

$$\int_{-\infty}^{\infty}\Phi\,e^{i\omega t}dt=\frac1v\int_{-\infty}^{\infty}\frac{e^{ixs}}{\sqrt{1+s^2}}\,ds\equiv\frac2vK_0(x).$$

To expose the decay, lift the contour into the upper half of the complex $s$ plane, where $e^{ixs}$ is small. It catches on the branch cut running upward from $s=i$. On the cut $s=iy$, $y>1$, the root equals $+i\sqrt{y^2-1}$ on the right side and $-i\sqrt{y^2-1}$ on the left. The contour descends on the left and rises on the right, with $ds=i\,dy$, so the two sides contribute equally:

$$K_0(x)=\int_1^\infty\frac{e^{-xy}}{\sqrt{y^2-1}}dy,\qquad K_1(x)\equiv-K_0'(x)=\int_1^\infty\frac{y\,e^{-xy}}{\sqrt{y^2-1}}dy.$$

The exponential comes from the branch point, which in time is $t=ib/v$: the imaginary instant at which the distance to the electron vanishes.

The transverse force component is $-\partial_b\Phi$, and the longitudinal one is $vt/(b^2+v^2t^2)^{3/2}=-(1/v)\,d\Phi/dt$. Differentiating the first transform, and integrating the second by parts with $\Phi\to0$ at both ends, gives

$$\tilde F_\perp=\frac{2\omega}{v^2}K_1(x),\qquad \tilde F_\parallel=i\,\frac{2\omega}{v^2}K_0(x).$$

The factor $i$ is a quarter-period phase shift. It does not affect the total probability: the two components excite orthogonal target states, along different axes, so their probabilities add whatever the relative phase.

## Excitation probability

Outside the target cloud the interaction is, to leading order in target size, $\mathbf r\cdot\mathbf R/R^3$, with $\mathbf r$ the target coordinate and $\mathbf R$ the position of the passing electron. Terms independent of $\mathbf r$ cannot excite. Since $x_j$ acting on the ground state gives only the first excited state along $j$, the squared matrix element is $\langle x_j^2\rangle=1/(2\omega)$. First-order perturbation theory then gives

$$P(b)=\frac{|\tilde F_\perp|^2+|\tilde F_\parallel|^2}{2\omega}=\frac{2\omega}{v^4}\left[K_0^2(x)+K_1^2(x)\right].$$

A classical check is available. The driven oscillator obeys

$$\frac{d}{dt}(\dot x_j+i\omega x_j)=F_j+i\omega(\dot x_j+i\omega x_j),$$

so, starting from rest, it ends with energy $\tfrac12|\tilde F_j|^2$ in each direction. Division by $\omega$ reproduces $P$.

At $b=L$, $K_0(1)=0.4210$ and $K_1(1)=0.6019$, so

$$P(L)=\frac{2(0.735)}{(2.425)^4}(0.1772+0.3623)=0.0425\times0.5395=0.0229.$$

Direct time integration of the driven oscillator at this impact parameter also gives 0.0229 quanta.

## Far limit and its first correction

For $x\gg1$ the integrals are dominated by $y$ near 1. Put $y=1+u$:

$$\frac1{\sqrt{y^2-1}}=\frac{1}{\sqrt{2u}}\left(1+\frac u2\right)^{-1/2}=\frac1{\sqrt{2u}}\left(1-\frac u4+\dots\right).$$

For $K_1$ the additional factor $1+u$ changes the bracket to $1+3u/4+\dots$. We need

$$\int_0^\infty u^{-1/2}e^{-xu}du=\sqrt{\frac\pi x},\qquad \int_0^\infty u^{1/2}e^{-xu}du=\frac1{2x}\sqrt{\frac\pi x}.$$

Each power of $u$ therefore brings a factor $1/(2x)$ at this order, and

$$K_0\simeq\sqrt{\frac{\pi}{2x}}e^{-x}\left(1-\frac1{8x}\right),\qquad K_1\simeq\sqrt{\frac{\pi}{2x}}e^{-x}\left(1+\frac3{8x}\right).$$

Squaring and keeping first order, the brackets become $1-1/(4x)$ and $1+3/(4x)$. Their sum is $2+1/(2x)$, hence

$$P(b)\simeq\frac{2\pi\omega}{v^4}\,\frac Lb\,e^{-2b/L}\left(1+\frac{L}{4b}\right).$$

The field decays with length $L$, the probability with length $L/2$, apart from the power. At $b=L$ the leading form replaces 0.5395 by $\pi e^{-2}=0.425$, which is 21% low. The first correction multiplies this by 1.25 and gives 0.531, 1.5% low. Doubling the distance from $L$ to $2L$ reduces $P$ by the factor 0.0603; the corrected form predicts $\tfrac12e^{-2}(1.125/1.25)=0.0609$.

## Near limit and the typical distance

For $x\ll1$ the integral for $K_1$ is dominated by large $y$, where $y/\sqrt{y^2-1}\to1$, so $K_1\to1/x$. $K_0$ grows only logarithmically. Therefore

$$P(b)\to\frac{2\omega}{v^4}\frac{v^2}{\omega^2b^2}=\frac{2}{\omega v^2b^2}\qquad(a\ll b\ll L).$$

With the area element $2\pi b\,db$, equal logarithmic intervals of $b$ contribute equally in this range. The target size cuts the range off below, and $L$ cuts it off above. Here $a=L/4$, so the two cut-offs overlap and no flat region develops. The typical distance must then come from the finite-size calculation below, which places the median inside $L$.

The share beyond a given $b$ can be found in closed form outside the cloud. Differentiating the integral for $K_0$ twice and integrating by parts,

$$K_0''-K_0=\int_1^\infty\sqrt{y^2-1}\,e^{-xy}dy=\frac{K_1}{x},$$

so $K_1'=-K_0-K_1/x$. Then

$$\frac{d}{dx}(xK_0K_1)=K_0K_1-xK_1^2-xK_0^2-K_0K_1=-x(K_0^2+K_1^2),$$

and the cross-section from beyond $b$ is

$$\sigma_{>b}=2\pi L^2\frac{2\omega}{v^4}\,xK_0K_1=\frac{4\pi}{\omega v^2}\,xK_0(x)K_1(x).$$

## Total cross-section with a target of finite size

The ground-state density is $(\omega/\pi)^{3/2}e^{-\omega r^2}$, with Fourier transform $e^{-Q^2/4\omega}$. The first excited state along $j$ is $\sqrt{2\omega}\,x_j$ times the ground state. The transition density is therefore $-(2\omega)^{-1/2}\partial_j$ of the ground-state density. Summed over the three directions, its squared Fourier transform is

$$\sum_j|F_j(\mathbf Q)|^2=\frac{Q^2}{2\omega}e^{-Q^2/2\omega}.$$

Write the transition potential as a Fourier integral over $(4\pi/Q^2)F_j$. Along the path $\mathbf R=(\mathbf b,vt)$, the time integral fixes the longitudinal component at magnitude $\omega/v$ and supplies a factor $1/v$. The amplitude is then a two-dimensional Fourier integral over transverse momentum $\mathbf p$, with $Q^2=p^2+\omega^2/v^2$. Parseval's theorem turns the integral over $\mathbf b$ into

$$\sigma=\frac1{v^2}\int\frac{d^2p}{(2\pi)^2}\frac{16\pi^2}{Q^4}\frac{Q^2}{2\omega}e^{-Q^2/2\omega}
=\frac{4\pi}{\omega v^2}\int_0^\infty\frac{p\,dp}{Q^2}e^{-Q^2/2\omega}.$$

With $s=Q^2/2\omega$, $p\,dp/Q^2=ds/(2s)$, and the lower limit is $\omega/2v^2=\epsilon/4$:

$$\sigma=\frac{2\pi}{\omega v^2}E_1\!\left(\frac\epsilon4\right),\qquad E_1(z)=\int_z^\infty\frac{e^{-s}}s\,ds.$$

For small $z$, integration by parts gives $-\ln z+\int_0^\infty e^{-s}\ln s\,ds$ at leading order. The last integral is $-\gamma$, with $\gamma=0.5772$. Since $E_1'=-e^{-z}/z=-1/z+1-\dots$, the next term is $+z$. Thus

$$\sigma\simeq\frac{2\pi}{\omega v^2}\left[2\ln\frac La-\gamma+\frac\epsilon4\right].$$

The bracket is $2.773-0.577+0.063=2.258$, and the prefactor is $2\pi/(0.735\times5.880)=1.454$. The product, 3.28 square bohr, is $0.0092\ \mathrm{nm^2}$.

Without the expansion, $E_1(1/16)=2.257$. The fraction of these one-quantum excitations that occur beyond $L$ is, to first order, the ratio of the two cross-sections:

$$\frac{\sigma_{>L}}\sigma=\frac{2K_0(1)K_1(1)}{2.257}=\frac{0.507}{2.257}=0.225.$$

Integration of the finite-size probability over impact parameter gives the same 0.225, and a median distance of 0.109 nm. At $b=L$ the cloud density has fallen by $e^{-\omega L^2}=e^{-8}$ from its centre, so target size hardly matters to the first-order result there: both versions give $P=0.0229$. Closer in, the finite-size probability peaks at 0.152, at $b=0.054$ nm. A small probability does not by itself make higher orders negligible. The passing field is not uniform, and its gradient changes the stiffness of the well while the oscillator is being driven. At $b=L$ and closest approach, the ratio of gradient to stiffness is $2/(L^3\omega^2)=0.10$. Corrections of order ten per cent should therefore be expected already at $L$. Near the peak they are larger, and there depletion of the ground state and transfer to higher levels matter more than the gradient. Solving the time-dependent problem on the same straight path with the full Coulomb repulsion lowers the one-quantum probability by about 12% at $L$ and about 30% at the peak. The total then falls to about $0.007\ \mathrm{nm^2}$, the share beyond $L$ rises to about 0.26, and the median moves to about 0.12 nm, still inside $L$. The probabilities and cross-sections here are first-order estimates.

## Recoil: one length shifts, another does not

Losing a quarter of the energy changes the electron's momentum from $k_0=v=2.425$ to $k_1=\sqrt{2(E_0-\omega)}=2.100$. The smallest momentum transfer is $q_{\min}=k_0-k_1$. Because $k_0^2-k_1^2=2\omega$,

$$\frac1{q_{\min}}=\frac{k_0+k_1}{2\omega}=L\,\frac{1+\sqrt{1-\epsilon}}2\simeq L\left(1-\frac\epsilon4\right).$$

The speed in $v/\omega$ is replaced by the mean of the initial and final speeds. The first correction gives 0.164 nm; the full expression gives 0.163 nm.

This does not settle the transverse range, because the longitudinal momentum transfer also changes with scattering angle. For final transverse momentum $p$ in the forward hemisphere,

$$Q^2=A-B,\qquad A=k_0^2+k_1^2,\qquad B=2k_0\sqrt{k_1^2-p^2}.$$

Multiply numerator and denominator of $1/Q^2$ by $A+B$. The denominator becomes

$$A^2-B^2=(k_0^2-k_1^2)^2+4k_0^2p^2=4k_0^2\left(p^2+\frac{\omega^2}{k_0^2}\right),$$

and therefore

$$\frac1{Q^2}=\frac{k_0^2+k_1^2+2k_0\sqrt{k_1^2-p^2}}{4k_0^2}\;\frac1{p^2+(\omega/v)^2}.$$

The Lorentzian width is $\omega/v$ with the incident speed, without expansion in $\epsilon$. The first factor falls steadily, from 0.871 in the forward direction to 0.437 at $90^\circ$. It modifies the spatial profile, and its square root, singular at $p=k_1$, prevents us from claiming a purely exponential spatial profile at every distance. As a width parameter, however, $L$ survives recoil. The Lorentzian denominator doubles at $p=\omega/v$, which is a scattering angle of $8.3^\circ$.

Recoil also changes the total. The Born cross-section is $(k_1/k_0)\int d\Omega\,(4/Q^4)\sum_j|F_j|^2$. At fixed $k_0,k_1$, $Q\,dQ=k_0k_1\sin\theta\,d\theta$, so

$$\sigma_B=\frac{8\pi}{v^2}\int_{q_{\min}}^{k_0+k_1}\frac{dQ}{Q^3}\frac{Q^2}{2\omega}e^{-Q^2/2\omega}
\simeq\frac{2\pi}{\omega v^2}E_1\!\left(\frac{q_{\min}^2}{2\omega}\right).$$

The upper limit is dropped because there $Q^2/2\omega\approx14$. To first order $q_{\min}^2/2\omega=(\epsilon/4)(1+\epsilon/2)$. The logarithm then contributes $-\epsilon/2$, which outweighs the earlier $+\epsilon/4$:

$$\sigma_B\simeq\frac{2\pi}{\omega v^2}\left[\ln\frac4\epsilon-\gamma-\frac\epsilon4\right].$$

Recoil reverses the sign of the first correction. The bracket is 2.133 and gives $0.0087\ \mathrm{nm^2}$, in agreement with the full Born value of $0.00866\ \mathrm{nm^2}$. The straight-line total is 6% above that value.

## Bonds and a real resist

For a bond length to compare with, the geometry of ethane was optimized at the RHF/6-31G(d) level, which omits electron correlation and vibrational averaging. It gives 0.153 nm for C–C and 0.109 nm for C–H. Thus $L$ is 1.14 C–C lengths and 1.6 C–H lengths. In the first-order straight-line model, 29% of the 20 eV excitations occur at impact parameters larger than the C–C length. The figure moves to about 34% with higher orders and to about 27% with recoil, so it is best read as roughly three in ten. An excitation can therefore occur one bond away from the path, though most occur closer.

The numbers are set in the regime of organic resists exposed at 13.5 nm. The photon carries 91.8 eV, so an 80 eV electron corresponds to a binding energy near 12 eV, a reasonable rough value for a valence electron. A 20 eV loss lies roughly at the broad maximum expected for such materials. One assumption that a resist breaks is the single sharp loss: at fixed electron energy, $v/\omega$ is 0.35 nm for a 10 eV loss and 0.12 nm for 30 eV. The cross-section belongs to one oscillator of unit strength and is not that of a resist molecule.

A resist also changes the field that acts on each molecule. If its dielectric function $\varepsilon(\omega)$ is local, the potential $4\pi/Q^2$ is divided by a number independent of $Q$: the strength changes and the range does not. For a Drude medium with rough values of 20 eV for the plasmon energy and 12 eV for the damping,

$$\varepsilon=1-\frac1{1+0.6i}=0.265+0.441i,\qquad |1/\varepsilon|^2=3.8.$$

For these parameters the medium strengthens the macroscopic field at this loss instead of weakening it. The field at an embedded molecule carries a local-field correction as well: the same $\varepsilon$ gives $|(\varepsilon+2)/3\varepsilon|^2=2.2$ in the Lorentz form and $|3/(2\varepsilon+1)|^2=2.9$ for an empty spherical cavity. With a plasmon energy of 25 eV and a damping of 15 eV the Lorentz factor drops to 0.9, so neither the size nor the direction of the change is fixed for a real resist. Absolute probabilities from the isolated oscillator are therefore unreliable in the solid. Nonlocality can alter the range as well. In an undamped electron gas with the same plasmon energy, the plasmon shifts by 1.2 eV at wavevector $1/L$. That is small beside the assumed damping, but closer passages involve larger wavevectors, where the shift grows until the plasmon merges with single-electron excitations. The change in range therefore cannot be assumed small, and it is not calculated here.

The straight path is the other weak point, mainly for close passages. A bare unit charge at distance $L$ would give a transverse impulse $2/(Lv)$ and a deflection of about $2/(Lv^2)=0.103$ rad, or $5.9^\circ$. A neutral molecule whose electron cloud lies well inside $L$ deflects the electron far less, because its electrons screen the nuclei. Inside the cloud the screening is incomplete, and the deflection can be appreciable. Resist molecules are larger than the model target, so for them this can happen at $b=L$ too. The de Broglie wavelength, 0.137 nm, is close to $L$, so an individual electron cannot be aimed at a sharply chosen $b$ while keeping a sharp direction. The impact-parameter distribution is best read as a decomposition of the total. Exchange with the target electron is also left out. The ratio of Coulomb factors, $q_{\min}^2/k_0^2$, is 2% at the smallest momentum transfer, but it underestimates the exchange amplitude because it ignores the spread of momenta in the target. With the oscillator states, the exchange integral of the electron–electron repulsion is about 7% of the direct one in the forward direction. Exchange is therefore not negligible in the total cross-section. Relativity changes the speed by only 0.01%.

Finally, $L$ describes one loss event. The blur of an exposed pattern also contains the distance electrons travel between events and any later chemical diffusion, neither of which is treated here. The main computed values are collected in the numerical output below; its line for the exchange/direct amplitude gives only the ratio of Coulomb factors.

## Numbers as computed

```
photon energy at 13.5 nm: 91.8 eV
photon energy minus electron energy: 11.8 eV
electron energy: 80 eV; loss: 20 eV
incident speed: 5.3048e+06 m/s = 2.4248 a.u.
angular frequency: 3.0385e+16 rad/s = 0.7350 a.u.
L = v/omega: 3.299 bohr = 0.1746 nm
v/omega for loss 10 eV: 0.349 nm
v/omega for loss 30 eV: 0.116 nm
k0, k1: 2.4248, 2.1000 a.u.
q_min: 0.3249 a.u.; 1/q_min: 0.1629 nm
omega/v: 0.3031 a.u.
angle where p = omega/v: 8.30 deg
smooth recoil factor at 0, 90 deg: 0.871, 0.437
K0(1), K1(1): 0.4210, 0.6019
point-dipole P at b = L: 0.0229
driven-oscillator quanta at b = L: 0.0229
finite-size P at b = L: 0.0229
point-dipole ratio P(2L)/P(L): 0.0603
largest finite-size P: 0.152
  at b = 0.054 nm
straight-line cross-section: 0.00919 nm^2
exact-kinematics Born value: 0.00866 nm^2
median impact parameter: 0.109 nm
fraction of excitations beyond L: 0.225
fraction beyond C-C length: 0.294
ethane C-C, RHF/6-31G(d): 0.1527 nm
ethane C-H, RHF/6-31G(d): 0.1086 nm
L / C-C: 1.143; L / C-H: 1.608
(1/q_min) / C-C: 1.067
relativistic change of speed: -0.0117 %
de Broglie wavelength: 0.1371 nm
deflection by unit charge at b = L: 5.90 deg
exchange/direct amplitude at q_min: 0.0179
Drude plasmon energy, damping: 20, 12 eV
Drude eps at loss: 0.265 + 0.441 i
field factor |1/eps|: 1.944
intensity factor |1/eps|^2: 3.778
plasmon shift at wavevector 1/L: 1.23 eV
```
